\section*{Does UHF give the singlet state of dissociated H2?}

\section{The argument under review}

The argument concerns the hydrogen molecule with its bond stretched until two separate atoms remain. It has four steps.
\begin{enumerate}
\item The ground state of H$_2$ at any finite distance is a singlet.
\item Restricted Hartree--Fock (RHF), with both electrons in one orbital, gives a stretched energy far above that of two atoms. Unrestricted Hartree--Fock (UHF), with a separate orbital for each spin, gives the energy of two atoms.
\item The UHF determinant has one up and one down electron, so its total spin projection is $M=0$, as a singlet requires.
\item Therefore UHF gives the correct singlet at dissociation.
\end{enumerate}
I accept the first three steps for the purposes of this comment. The fourth needs more than they provide: $M=0$ is also found in a triplet, and a correct energy identifies a state only if no other state shares that energy. The spin content of the determinant must be worked out.

I use Hartree atomic units, so $\hbar=1$, clamped nuclei $A$ and $B$ at distance $R$, real orbitals, and a Hamiltonian $H$ without spin-dependent terms. The numbers are for the cc-pVTZ basis. The reference is full configuration interaction (FCI), which is exact within that basis. An accompanying program checks numerically the weights, $\langle\hat{\mathbf S}^2\rangle$, the spin correlations, the weighted-mean energy, the spin-density formulas and the dissociation limits, and, within wide windows, the large-distance power laws. The expressions in $D$ and $K$, the bound on the triplet weight and the field model are derived but not tested there.

\section{What spin does the determinant have?}

Let the up electron occupy $a$ and the down electron $b$, both normalised, with overlap $S_{ab}=\langle a|b\rangle$. Writing out the determinant gives
\begin{equation}
\Psi=\frac{1}{\sqrt2}\left[\psi(1,2)\,\alpha\beta-\psi(2,1)\,\beta\alpha\right],
\qquad \psi(1,2)=a(1)b(2),
\label{eq:psi}
\end{equation}
where $\alpha\beta$ means $\alpha(1)\beta(2)$. Any two-electron state with $M=0$ has this form for a suitable $\psi$. Split $\psi=s+t$ into parts that are even and odd under exchange of the positions:
\begin{equation}
s=\tfrac12[a(1)b(2)+b(1)a(2)],\qquad
t=\tfrac12[a(1)b(2)-b(1)a(2)].
\end{equation}
Since $\psi(2,1)=s-t$, equation (\ref{eq:psi}) becomes
\begin{equation}
\Psi=s\,\frac{\alpha\beta-\beta\alpha}{\sqrt2}
+t\,\frac{\alpha\beta+\beta\alpha}{\sqrt2}.
\label{eq:split}
\end{equation}
The first spin factor is the singlet and the second is the $M=0$ triplet. Their weights are the squared norms of $s$ and $t$. The two squared products each integrate to 1, and the cross product integrates to $\langle a|b\rangle\langle b|a\rangle=S_{ab}^2$, so
\begin{equation}
w_S=\tfrac14(1+1+2S_{ab}^2)=\frac{1+S_{ab}^2}{2},\qquad
w_T=\tfrac14(1+1-2S_{ab}^2)=\frac{1-S_{ab}^2}{2}.
\end{equation}
The total-spin operator $\hat{\mathbf S}^2$ has eigenvalue 0 for the singlet and $1(1+1)=2$ for the triplet. The two parts are orthogonal, so there is no cross term:
\begin{equation}
\langle\hat{\mathbf S}^2\rangle=0\cdot w_S+2\,w_T=1-S_{ab}^2.
\label{eq:s2}
\end{equation}

At dissociation $a$ and $b$ become 1s orbitals on different atoms and $S_{ab}\to0$. The determinant is then half singlet and half triplet, with $\langle\hat{\mathbf S}^2\rangle=1$. This is not the value of any two-electron spin eigenstate. The fourth step of the argument is false.

The approach to the limit is rapid. At $R=5$ bohr the calculation gives $S_{ab}=0.1212$, hence $\langle\hat{\mathbf S}^2\rangle=1-0.0147=0.985$ and $w_T=0.493$. At 3 bohr, $S_{ab}=0.571$ and $w_T=0.337$. At 1.4 bohr the UHF solution has $a=b$: it coincides with RHF and has no triplet part. The objection therefore concerns the stretched bond, where the spin-up and spin-down orbitals differ. The overlaps depend little on the basis: diffuse functions change them by about 0.001 at 3 bohr and by less at 5 bohr.

\section{Which spin correlations are lost?}

The same result can be read from the correlation between the two spins. Each electron has $\hat{\mathbf s}^2=3/4$, so
\begin{equation}
\hat{\mathbf S}^2=(\hat{\mathbf s}_1+\hat{\mathbf s}_2)^2
=\tfrac32+2\,\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2 .
\end{equation}
Both terms of (\ref{eq:psi}) have opposite spins along $z$, so $\langle s_{1z}s_{2z}\rangle=-\frac14$ for every $\psi$. Along $x$, $s_x\alpha=\frac12\beta$ and $s_x\beta=\frac12\alpha$, so $s_{1x}s_{2x}$ turns $\alpha\beta$ into $\frac14\beta\alpha$ and the reverse. Along $y$, $s_y\alpha=\frac i2\beta$ and $s_y\beta=-\frac i2\alpha$; the product $\frac i2(-\frac i2)=\frac14$ gives the same action. Only the overlaps between the two terms of (\ref{eq:psi}) then survive, and they carry its minus sign:
\begin{equation}
\langle s_{1x}s_{2x}\rangle=\langle s_{1y}s_{2y}\rangle
=\tfrac12\cdot\tfrac14\cdot(-2)\iint\psi(1,2)\psi(2,1)
=-\tfrac14S_{ab}^2 .
\end{equation}
For a singlet $\psi(2,1)=\psi(1,2)$, the integral is 1, and all three correlations equal $-\frac14$. For UHF the sum is $\frac32+2(-\frac14-\frac12S_{ab}^2)=1-S_{ab}^2$, in agreement with (\ref{eq:s2}).

At dissociation there is one electron on each atom, so these are correlations between atoms. Measured along $z$, the two spins are opposite in both states. Measured along $x$, they are still opposite in the singlet but uncorrelated in UHF. At 5 bohr the $x$, $y$ and $z$ values are $-0.004$, $-0.004$ and $-0.250$ for UHF, and $-0.250$ three times for FCI.

\section{Why is the energy nevertheless right?}

Because $H$ contains no spin and is unchanged when the electrons are exchanged, both terms of (\ref{eq:psi}) have the same energy, and
\begin{equation}
E_{\rm UHF}=\langle\psi|H|\psi\rangle
=\langle s|H|s\rangle+\langle t|H|t\rangle+2\langle s|H|t\rangle .
\end{equation}
Relabelling the integration variables $1\leftrightarrow2$ leaves $s$ and $H$ alone and changes the sign of $t$. The last term thus equals its own negative and vanishes. With $E_S=\langle s|H|s\rangle/w_S$ and $E_T=\langle t|H|t\rangle/w_T$,
\begin{equation}
E_{\rm UHF}=w_SE_S+w_TE_T,\qquad
E_{\rm UHF}-E_S=w_T(E_T-E_S),
\label{eq:mean}
\end{equation}
where the second form uses $w_S=1-w_T$. The triplet part costs energy in proportion to the splitting $E_T-E_S$.

To see what happens to the splitting, define $D=\langle ab|H|ab\rangle$ and $K=\langle ab|H|ba\rangle$. Then $\langle s|H|s\rangle=\frac14(2D+2K)$ and $\langle t|H|t\rangle=\frac14(2D-2K)$. Dividing by the weights,
\begin{equation}
E_S=\frac{D+K}{1+S_{ab}^2},\qquad E_T=\frac{D-K}{1-S_{ab}^2},
\end{equation}
\begin{equation}
E_T-E_S=\frac{(D-K)(1+S_{ab}^2)-(D+K)(1-S_{ab}^2)}{1-S_{ab}^4}
=\frac{2(DS_{ab}^2-K)}{1-S_{ab}^4}.
\end{equation}
With $h$ the kinetic energy plus the attraction to both nuclei,
\begin{equation}
K=2S_{ab}\langle a|h|b\rangle
+\iint\frac{a(1)b(1)\,a(2)b(2)}{r_{12}}+\frac{S_{ab}^2}{R}.
\end{equation}
Every term contains the product of $a$ and $b$ at the same point, or their overlap, and vanishes when the orbitals separate. So the splitting vanishes and $E_S$, $E_T$ and $E_{\rm UHF}$ all tend to the limit of $D$. In that limit each electron has its atomic energy $E_{\rm H}$ plus an attraction $-1/R$ to the other nucleus, while the electron and nuclear repulsions contribute $+1/R$ each. The four terms in $1/R$ cancel, leaving $2E_{\rm H}$.

At 5 bohr the singlet and triplet parts have energies $-1.002362$ and $-0.997787$ hartree. Equation (\ref{eq:mean}) gives
\begin{equation}
E_{\rm UHF}-E_S=0.49265\times0.004575=0.00225\ \text{hartree}.
\end{equation}
The whole UHF error relative to FCI is $-1.000108+1.002885=0.00278$ hartree, so most of it at this distance is spin contamination. The share depends on the basis: in aug-cc-pVQZ the error is 0.00326 hartree and the contamination 0.00226, so the share is 69\% instead of 81\%. At 20 bohr UHF reproduces the energy of two atoms in the same basis, $-0.999620$ hartree, to rounding error.

\section{How much can an energy say about spin?}

The fourth step can be repaired into a true inequality. The singlet part of any trial state has energy at least $E_S^{\rm FCI}$, the lowest singlet level, and the triplet part at least $E_T^{\rm FCI}$. Hence $E\ge(1-w_T)E_S^{\rm FCI}+w_TE_T^{\rm FCI}$, and if the triplet level is the higher one,
\begin{equation}
w_T\le\frac{E-E_S^{\rm FCI}}{E_T^{\rm FCI}-E_S^{\rm FCI}} .
\end{equation}
A good energy excludes the triplet only if the energy error is small compared with the splitting. At 5 bohr the bound is $0.00278/0.00479=0.58$ (0.64 in aug-cc-pVQZ), which permits the actual 0.493. At 10 bohr the UHF error is only $2.7\times10^{-6}$ hartree ($8.2\times10^{-6}$ in aug-cc-pVQZ), but the FCI levels differ by only $1.0\times10^{-6}$ hartree. The bound exceeds 1 and excludes nothing.

\section{What does the determinant say about the spin density?}

The density of up electrons at $\mathbf r$ is twice the probability density for electron 1 to be there with spin up, which by (\ref{eq:psi}) is $\int\psi(\mathbf r,\mathbf r')^2d\mathbf r'$. For down electrons the arguments are exchanged. Since $\psi(\mathbf r',\mathbf r)=s-t$, with $s$ and $t$ taken at $(\mathbf r,\mathbf r')$,
\begin{equation}
\rho_\uparrow-\rho_\downarrow=\int\left[(s+t)^2-(s-t)^2\right]d\mathbf r'
=4\int s\,t\,d\mathbf r' .
\label{eq:spin}
\end{equation}
For UHF, $4st=a(\mathbf r)^2b(\mathbf r')^2-b(\mathbf r)^2a(\mathbf r')^2$, and the integral is $a(\mathbf r)^2-b(\mathbf r)^2$. A singlet has $t=0$, so its spin density is zero at every point. At 5 bohr UHF gives $+0.286$ and $-0.286$ bohr$^{-3}$ at the two protons; FCI gives zero within rounding at the points examined. The value at the nucleus is not converged, because Gaussian functions have no cusp: aug-cc-pVQZ gives 0.297, and for the separated atom cc-pVTZ gives 0.287 against the exact $1/\pi=0.318$. At 20 bohr UHF assigns one whole unpaired up electron to one atom and one down electron to the other.

Equation (\ref{eq:spin}) also fixes the meaning of ``half singlet, half triplet''. The $M=0$ triplet alone has $s=0$ and no spin density either. The UHF spin density is pure interference, so the state is a coherent superposition and not a statistical mixture, in which the two zero densities would merely be averaged. Replacing $t$ by $e^{i\varphi}t$ gives
\begin{equation}
|s+e^{i\varphi}t|^2-|s-e^{i\varphi}t|^2=4st\cos\varphi ,
\end{equation}
with the same weights and energy. At $\varphi=\pi$ the spatial function is $s-t=b(1)a(2)$, the other UHF solution, with up and down exchanged. Which atom carries the up spin is an arbitrary choice of solution.

The total density does not share this defect. The cross terms cancel in the sum $\rho_\uparrow+\rho_\downarrow=a^2+b^2$, which in the limit is the density of two atoms. At 20 bohr the largest difference between the UHF and FCI density-matrix elements, in an orthonormal basis, is $2\times10^{-8}$.

\section{What energy error remains at large distance?}

``Right in energy'' refers to the limit. Let $\mathbf r_1$ be measured from $A$ and $\mathbf r_2$ from $B$, with $\mathbf R$ along $z$ from $A$ to $B$. The interaction between the atoms is
\begin{equation}
V=\frac1R+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}
-\frac1{|\mathbf R+\mathbf r_2|}-\frac1{|\mathbf R-\mathbf r_1|}.
\end{equation}
On expanding in $\mathbf r_1$ and $\mathbf r_2$, the constant terms, the linear terms and the squares in one electron's coordinates cancel. The leading remainder is $-\sum_{ij}r_{1i}r_{2j}\,\partial_i\partial_j(1/R)$. The second derivatives are $2/R^3$ for $zz$, $-1/R^3$ for $xx$ and $yy$, and zero otherwise, so
\begin{equation}
V\simeq\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.
\end{equation}
Its mean value in a product of spherical atoms is zero, so UHF gains nothing from it. Its action on the state is not zero: the energy spread $\|(H-E)\Psi\|\simeq\|V\psi\|$ falls as $R^{-3}$. In second-order perturbation theory $V$ enters squared, and the missing energy, the dispersion energy, falls as $R^{-6}$.

From 10 to 20 bohr the computed spread falls by a factor 8.14, against $2^3=8$. The UHF error relative to FCI falls from $2.682\times10^{-6}$ to $3.34\times10^{-8}$ hartree, a factor 80 and not $2^6=64$. In this basis, equation (\ref{eq:mean}) accounts for most of the excess: at 10 bohr, $0.501\times10^{-6}$ hartree of the error is spin contamination. Without it the factor is $2.181/0.0334\approx65$, if contamination at 20 bohr, where $S_{ab}$ vanishes to six decimals, is neglected. The closeness to 64 should not be read as the complete-basis result. The next term of the dispersion energy falls as $R^{-8}$, has the same sign and raises the ratio: for two exact hydrogen atoms the energy is $-C_6/R^6-C_8/R^8$ with $C_6=6.50$ and $C_8=124.4$, so $C_8/C_6=19.1$ and these two terms give $64\,(1+19.1/100)/(1+19.1/400)\approx73$. The basis also represents the response of the atoms to $V$ incompletely: with $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=1$ for the exact 1s orbital, $\|V\psi\|=\sqrt{1+1+4}/R^3=3.06\times10^{-4}$ hartree at 20 bohr, whereas the spread computed within the basis is $2.32\times10^{-4}$ hartree. The missing energy itself is about three times too small in cc-pVTZ. In aug-cc-pVQZ the UHF error is $8.2\times10^{-6}$ hartree at 10 bohr and $1.05\times10^{-7}$ at 20 bohr, a factor 78, or 73 without contamination, so there most of the excess over 64 comes from the higher dispersion terms. The spread at 20 bohr is then $3.14\times10^{-4}$ hartree, slightly above the leading term because higher multipoles add to it, and it falls by a factor 8.8 from 10 to 20 bohr.

The vanishing spread shows that the UHF state does become an energy eigenstate. It can do so without being a spin eigenstate because the singlet and triplet levels have merged.

\section{What should replace the conclusion?}

RHF and UHF fail in different ways. In RHF both electrons occupy $g\simeq(\chi_A+\chi_B)/\sqrt2$, with $\chi_A$ and $\chi_B$ on the two atoms, and
\begin{equation}
g(1)g(2)=\tfrac12[\chi_A\chi_A+\chi_B\chi_B+\chi_A\chi_B+\chi_B\chi_A].
\end{equation}
This is symmetric, hence a true singlet, but the first two terms put both electrons on one atom, with total weight $\frac14+\frac14=\frac12$. At 20 bohr the energy is 0.262 hartree (7.14 eV) above FCI, or 0.260 hartree (7.06 eV) with diffuse functions in the basis. UHF removes the ionic terms by keeping one of the two covalent products, and loses the spin symmetry. Keeping both, as in the normalised function $s/\sqrt{w_S}$, gives a singlet without ionic terms at dissociation, but it takes two determinants.

The UHF picture can describe the ground state at a finite distance if the spin symmetry is broken from outside. Suppose a weak field acts oppositely on the two atoms, adding $-B(s_{Az}-s_{Bz})$ with $B>0$. In the basis of singlet and $M=0$ triplet, with splitting $J>0$ and phases chosen so that their sum is up on $A$ and down on $B$, the Hamiltonian is
\begin{equation}
\begin{pmatrix}0&-B\\-B&J\end{pmatrix}.
\end{equation}
This matrix assumes exactly one electron on each atom and $B$ small compared with the atomic excitation energies. With the FCI states and atoms defined by L\"owdin populations, the coupling is $0.98B$ at 5 bohr and $0.81B$ at 3 bohr. For $B\ll J$ the ground state is the singlet with a triplet amplitude of about $B/J$. For $B\gg J$ it approaches the equal superposition, which is the form the UHF state takes at dissociation. Without such a field the singlet ground state of the stretched molecule has no preferred spin direction on either atom.

The fourth step should therefore read: at dissociation UHF gives the energy and total density of two hydrogen atoms, in a state that is an equal superposition of singlet and triplet. Its spin density should not be reported as a property of the singlet.

\section*{Table of computed values}
\begin{verbatim}
H2, basis cc-pvtz ; functions: 28
H atom energy in this basis: -0.49980981 hartree
two H atoms: -0.99961962 hartree
Energies in hartree; R in bohr
   R        RHF         UHF  FCI singlet  FCI triplet
  1.4   -1.132961   -1.132961    -1.172335    -0.779355
  3.0   -0.988591   -1.016811    -1.055263    -0.971224
  5.0   -0.857049   -1.000108    -1.002885    -0.998100
 10.0   -0.763920   -0.999620    -0.999623    -0.999622
 20.0   -0.737331   -0.999620    -0.999620    -0.999620
UHF state: overlap S, <S^2> in hbar^2, weights
   R         S     <S^2>   singlet   triplet
  1.4  1.000000  0.000000  1.000000  0.000000
  3.0  0.570573  0.674447  0.662777  0.337223
  5.0  0.121240  0.985301  0.507350  0.492650
 10.0  0.001978  0.999996  0.500002  0.499998
 20.0  0.000000  1.000000  0.500000  0.500000
Energies of the UHF components, hartree
   R     singlet part  triplet part  UHF - singlet part
  3.0     -1.04290257   -0.96552998      2.609e-02
  5.0     -1.00236235   -0.99778692      2.254e-03
 10.0     -0.99962081   -0.99961981      5.012e-07
At R = 5 bohr: <s1k s2k> for k = x, y, z in hbar^2
  UHF: -0.003675 -0.003675 -0.250000
  FCI: -0.250000 -0.250000 -0.250000
At R = 5 bohr: spin density in bohr^-3
  UHF at left proton: 0.286237
  UHF at right proton: -0.286237
  FCI, largest magnitude at test points: 1.6e-14
At R = 20 bohr:
  UHF minus two atoms: 1.3e-15 hartree
  RHF minus FCI: 0.262288 hartree = 7.137 eV
  UHF spin density, left proton: 0.287445 bohr^-3
  UHF spin density, right proton: -0.287445 bohr^-3
  UHF up-minus-down electrons, left atom: 1.000000
  UHF up-minus-down electrons, right atom: -1.000000
  ionic weight, RHF: 0.500000
  ionic weight, UHF: 0.000000
  largest density-matrix error of UHF: 2.0e-08
UHF minus FCI singlet at 10 bohr: 2.682e-06 hartree
UHF minus FCI singlet at 20 bohr: 3.337e-08 hartree
ratio of these (R^-6 law gives 64): 80.37
UHF energy spread at 10 bohr: 1.888e-03 hartree
UHF energy spread at 20 bohr: 2.321e-04 hartree
ratio of these (R^-3 law gives 8): 8.14
\end{verbatim}
